# Silica's first sharp diffraction peak does not prove crystalline planes

**Q:** Vitreous silica has a clear diffraction peak near $Q=1.5$ Å$^{-1}$. Bragg's law turns that into a spacing $d=2\pi/Q=4.19$ Å. Cristobalite, a crystalline form of the same oxide, has its (111) line at almost the same place. I conclude that the glass contains crystalline planes about 4.2 Å apart, perhaps in very small grains.

**A:** Bragg's law tells you where a set of planes would scatter, if there were one. You are using the converse: that scattering there requires planes. To test it, start from what the intensity measures. Take one kind of scattering centre, the silicon atoms at the centres of the tetrahedra. For $N$ centres at positions $\mathbf r_j$, define for $\mathbf k\neq 0$

$$S(\mathbf k)=\frac1N\Big\langle\Big|\sum_j e^{-i\mathbf k\cdot\mathbf r_j}\Big|^2\Big\rangle
=1+\frac1N\Big\langle\sum_{i\ne j}e^{-i\mathbf k\cdot(\mathbf r_i-\mathbf r_j)}\Big\rangle .$$

The 1 comes from the $N$ terms with $i=j$. In a homogeneous material of number density $\rho$, the mean number of ordered pairs with separation in $d^3r$ is $N\rho\,g(\mathbf r)\,d^3r$, which defines $g$. Write $g=1+h$. The constant 1 scatters only in the forward direction, $\mathbf k=0$, so it drops out. If the material is also isotropic, $h$ depends on distance alone, and the integral over directions is

$$\int e^{-i\mathbf k\cdot\mathbf r}\,d\Omega=2\pi\int_{-1}^{1}e^{-iQr\mu}\,d\mu=4\pi\frac{\sin Qr}{Qr},\qquad Q=|\mathbf k| .$$

Therefore

$$S(Q)=1+\frac{4\pi\rho}{Q}\int_0^\infty r\,h(r)\sin(Qr)\,dr .$$

The measurement sees pair distances, averaged over all directions. Planes do not appear in this formula. They are one possible cause of a certain $h(r)$.

**Q:** But a peak at one $Q$ means that something repeats with period $2\pi/Q$. What repeats, if not planes?

**A:** The density around an average atom can rise and fall with distance, and this oscillation can die out. The simplest form is

$$h(r)=\sigma^2e^{-\kappa r}\,\frac{\sin Q_1r}{Q_1r},$$

with amplitude $\sigma^2$, wave number $Q_1$ and damping $\kappa$. It is a model of the correlations behind this one peak. It does not derive them from the chemistry of silica.

Insert it. The factor $r$ cancels the $1/r$, and the product of sines becomes a difference of cosines:

$$S-1=\frac{4\pi\rho\sigma^2}{QQ_1}\cdot\frac12\int_0^\infty e^{-\kappa r}\big[\cos(Q-Q_1)r-\cos(Q+Q_1)r\big]dr .$$

Each integral has the form

$$\int_0^\infty e^{-\kappa r}\cos(ar)\,dr=\mathrm{Re}\,\frac1{\kappa-ia}=\frac{\kappa}{\kappa^2+a^2}.$$

On a common denominator the numerator is $\kappa[(Q+Q_1)^2-(Q-Q_1)^2]=4\kappa QQ_1$, which cancels the $QQ_1$ in front:

$$S(Q)-1=\frac{8\pi\rho\sigma^2\kappa}{[\kappa^2+(Q-Q_1)^2]\,[\kappa^2+(Q+Q_1)^2]} .$$

For weak damping the first bracket is small near $Q=Q_1$, and there is a peak. As $\kappa\to0$ the oscillation never dies and the peak becomes infinitely narrow. Any damping gives it a width.

**Q:** Where exactly is the maximum, and how wide is the peak?

**A:** Put $u=Q^2$. The two brackets are $u+Q_1^2+\kappa^2\mp2QQ_1$, so their product is

$$\begin{aligned}
D&=(u+Q_1^2+\kappa^2)^2-4uQ_1^2\\
&=u^2-2u(Q_1^2-\kappa^2)+(Q_1^2+\kappa^2)^2 .
\end{aligned}$$

Define $Q_0^2=Q_1^2-\kappa^2$ and complete the square. The remainder is $(Q_1^2+\kappa^2)^2-(Q_1^2-\kappa^2)^2=4\kappa^2Q_1^2$, hence

$$D=(u-Q_0^2)^2+4\kappa^2Q_1^2 .$$

For $\kappa<Q_1$ the smallest $D$ lies at $Q=Q_0$, and the height there is

$$S(Q_0)-1=\frac{8\pi\rho\sigma^2\kappa}{4\kappa^2Q_1^2}=\frac{2\pi\rho\sigma^2}{\kappa Q_1^2}.$$

For $\kappa\ge Q_1$, $D$ grows steadily with $u>0$. The curve then falls from $Q=0$ and has no peak at finite $Q$. With the phase chosen here, the damped oscillation gives a peak only if it survives long enough.

At half height $D$ has doubled, so $(u-Q_0^2)^2=4\kappa^2Q_1^2$. With $b=2\kappa Q_1$ the two points are $Q_\pm^2=Q_0^2\pm b$; the lower one exists if $b\le Q_0^2$. The full width $w=Q_+-Q_-$ obeys

$$w^2=Q_+^2+Q_-^2-2Q_+Q_-=2Q_0^2-2\sqrt{Q_0^4-b^2}.$$

Isolate the root, $\sqrt{Q_0^4-b^2}=Q_0^2-w^2/2$, and square it:

$$b^2=w^2\Big(Q_0^2-\frac{w^2}{4}\Big).$$

Since $(Q_1+i\kappa)^2=Q_1^2-\kappa^2+2i\kappa Q_1=Q_0^2+ib$, the measured pair $(Q_0,w)$ gives both parameters:

$$Q_1+i\kappa=\sqrt{Q_0^2+i\,w\sqrt{Q_0^2-w^2/4}} .$$

For a narrow peak, $w=(Q_+^2-Q_-^2)/(Q_++Q_-)\approx4\kappa Q_1/(2Q_1)=2\kappa$. In this model the width measures the damping.

**Q:** What does that give for silica?

**A:** Take rough values for the glass at room temperature: $Q_0=1.50$ Å$^{-1}$ and $w=0.30$ Å$^{-1}$. Then

$$b=0.30\sqrt{2.25-0.0225}=0.4477\ \text{Å}^{-2}.$$

The modulus of $Q_0^2+ib$ is $Q_1^2+\kappa^2=\sqrt{2.25^2+0.4477^2}=2.2941$ Å$^{-2}$, and its real part is $Q_1^2-\kappa^2=2.25$ Å$^{-2}$. Half the sum and half the difference give

$$Q_1=1.507\ \text{Å}^{-1},\qquad \kappa=0.1485\ \text{Å}^{-1},\qquad \xi=\frac1\kappa=6.7\ \text{Å}=0.67\ \text{nm}.$$

The period is $2\pi/Q_1=4.17$ Å, close to your plane spacing. But the envelope of $r\,h(r)$ falls by a factor $e$ within 1.6 periods, and $h$ itself falls faster because of its extra $1/r$. A long-range stack of planes would keep its order over many periods.

**Q:** You have written down a function. How do I know that any arrangement of atoms has it? Perhaps every arrangement that does contains planes after all.

**A:** That is the right objection, and it needs an explicit counterexample. Take a random field $\psi(\mathbf r)$ with Gaussian statistics, zero mean and covariance

$$\langle\psi(\mathbf r_1)\psi(\mathbf r_2)\rangle=C(r)=\sigma^2e^{-\kappa r}\frac{\sin Q_1r}{Q_1r},\qquad r=|\mathbf r_1-\mathbf r_2| .$$

Such a field exists if the three-dimensional Fourier transform of $C$ is nowhere negative, because the transform is the mean power of each wave. We have already calculated it: it is $8\pi\sigma^2\kappa/D$, and $D>0$.

Now place points independently of one another with local density

$$\lambda(\mathbf r)=\rho\,e^{\psi(\mathbf r)-\sigma^2/2}.$$

For a Gaussian variable $X$ of zero mean, $\langle e^X\rangle=e^{\langle X^2\rangle/2}$. So $\langle\lambda\rangle=\rho$. For two places the sum $\psi(\mathbf r_1)+\psi(\mathbf r_2)$ has variance $2\sigma^2+2C$, and

$$\langle\lambda(\mathbf r_1)\lambda(\mathbf r_2)\rangle=\rho^2e^{-\sigma^2}e^{\sigma^2+C(r)}=\rho^2e^{C(r)} .$$

Since the points are independent once the field is given, this is their pair density $\rho^2g$. Hence

$$g(r)=e^{C(r)},\qquad h=C+\tfrac12C^2+\dots$$

The first term is the damped oscillation. The others decay at least twice as fast and change the curve somewhat.

A Gaussian field is fixed statistically by its mean and covariance. Here these single out no position and no direction, and the covariance dies with distance. There is no lattice, and no set of planes that continues through the material. Locally, a few density crests may happen to lie side by side, but nothing keeps their direction or phase at distances where the covariance has died out.

**Q:** And this arrangement shows the peak?

**A:** Yes. A mass density of 2.2 g/cm³ corresponds to $\rho=0.02205$ silicon atoms per Å$^3$. I choose $\sigma^2=1$; this choice sets the height, adds to the width through the higher terms in $h$, and is not taken from the glass. The damped oscillation alone then gives

$$S(Q_0)-1=\frac{2\pi(0.02205)}{(0.1485)(1.5073)^2}=0.411 .$$

With the full $h=e^C-1$, the predicted peak is at 1.499 Å$^{-1}$, with height 0.445 above 1 and width 0.33 Å$^{-1}$. The higher terms make it about 9 per cent wider than the 0.30 Å$^{-1}$ put in.

I also sampled the points and summed their scattered waves directly. Eight samples in a periodic box of side 60 Å, with 4744 points on average, gave a mean $S$ of 1.368 between 1.4 and 1.6 Å$^{-1}$. The prediction is 1.379, averaged over the same interval and corrected for the grid on which the field was generated. In eight intervals covering 0.6 to 2.2 Å$^{-1}$, the largest difference between sampled and predicted $S$ was 0.023.

So the inference from peak to planes fails: here is the peak, and there are no crystalline planes.

**Q:** Could the averaging over directions be hiding planes in your samples?

**A:** Then look at single wave vectors, before that average. Consider the silicon atoms of ideal cristobalite, which form the diamond arrangement: two equal sublattices displaced by a quarter of the cube diagonal. For the (111) wave vector all atoms of one sublattice scatter in phase. The second sublattice has the relative phase factor $e^{-2\pi i\cdot3/4}=i$. Thus

$$S(\mathbf k_{111})=\frac1N\left|\frac N2(1+i)\right|^2=\frac N2 .$$

For 512 atoms this is 256, and for 4096 atoms it is 2048. The intensity per atom grows with the crystal because every further plane adds in phase.

In the disordered samples of the 60 Å box, the strongest single mode between 1.4 and 1.6 Å$^{-1}$ reached 15.9. The intensities fluctuate strongly from one wave vector to the next: their variance divided by the squared mean is 0.98. A sum of many waves with random phases has a complex Gaussian amplitude and an exponential distribution of intensity, for which this ratio is 1. The strong modes are therefore consistent with speckle.

Size gives a second comparison. In a box of half the side, with 599 points on average, the mean $S$ in the same interval was 1.360, against 1.368 in the larger box. An eightfold volume did not raise the peak beyond the sampling noise.

**Q:** My fallback is small grains. A tiny crystal also has broad lines. Can the peak exclude that?

**A:** Its position and width alone cannot, if each peak's width is measured from its own background. Take a spherical crystallite of diameter $D_c$, averaged over its orientation and over the position of its centre relative to the lattice. A pair at distance $r<D_c$ then counts with the fraction of the sphere in which both of its ends fit,

$$\gamma(r)=1-\frac{3r}{2D_c}+\frac{r^3}{2D_c^3}.$$

This fraction falls to zero at $r=D_c$. It limits the range of the correlations, much as damping does, so it too broadens the lines. I summed the pair distances of the silicon sublattice with this weight and subtracted the scattering of a uniform sphere of the same size. Waves from different crystallites were taken not to interfere.

With a rough cubic edge of 7.2 Å, the (111) line of the large crystal is at $2\pi\sqrt3/7.2=1.511$ Å$^{-1}$. A crystallite with $D_c=23.7$ Å, or 2.4 nm, has its first peak at 1.501 Å$^{-1}$ with a width of 0.30 Å$^{-1}$. This width is taken at half of $S$, while for the damped model it is taken at half of $S-1$. Each peak is measured from its own background: between its lines a perfect crystallite scatters little, so $S$ lies well below 1 there, whereas the damped model has a background of 1. The match depends on this choice. With half of $S-1$ for both, the line of this crystallite would be only 0.20 Å$^{-1}$ wide, and a smaller one of 14 Å would reach only 0.25 Å$^{-1}$.

With each width measured from its own background, the same position and width can be read as grains of 2.4 nm or as a damped oscillation with $\xi=0.67$ nm and no grains. These two numbers do not choose between them. Quoting a grain size from the width assumes the grains.

**Q:** Then what would choose?

**A:** The rest of the pattern. A crystal that has (111) planes has other planes as well, and their lines have fixed positions and strengths. For the silicon atoms of this crystallite the next peak, (220), lies at 2.47 Å$^{-1}$ with $S=2.50$, higher than the first peak, where $S=2.17$. The disordered model has $S=1.025$ at that place and no line.

This comparison excludes or supports one particular candidate. Another crystal structure, or a strained one, needs its own calculated pattern. The strengths above are also for silicon alone. In ideal cristobalite an oxygen atom sits midway between each pair of neighbouring silicon atoms. The oxygen waves then cancel in (220) and reinforce the silicon waves in (111), so in a real X-ray or neutron pattern (220) is the weaker of the two. A comparison with measured data must therefore use the pattern calculated with all atoms. The height of the first peak is no help here, because $\sigma^2$ was free.

**Q:** You speak of intermediate-range correlations. Could the peak come simply from neighbouring tetrahedra?

**A:** In this model part of its height could, but not its sharpness. Keep the damped oscillation only up to a distance $R$. At $Q\approx Q_1$ the integral is

$$\int_0^Re^{-\kappa r}\sin^2(Q_1r)\,dr\approx\frac12\int_0^Re^{-\kappa r}dr=\frac{1-e^{-\kappa R}}{2\kappa},$$

where $\sin^2$ has been replaced by its mean, $\tfrac12$. The fraction of the full height is therefore about $1-e^{-\kappa R}$. This is 0.52 for $R=5$ Å and 0.77 for $R=10$ Å. The complete integral gives 0.52 and 0.79.

The widths tell more. With the cut at 5 Å the peak is 0.91 Å$^{-1}$ wide, and at 10 Å it is 0.47 Å$^{-1}$ wide, compared with 0.30 Å$^{-1}$ without a cut. In this model, correlations within 5 Å supply half the height but a peak three times too broad. For this oscillation the narrow peak needs correlations beyond 5 Å, though not the unlimited order of a crystal. This is a property of the chosen $h$, not a general bound. A single shell of pairs at $R=5.15$ Å contributes $\sin QR/(QR)$, which has a maximum at 1.50 Å$^{-1}$ only 0.41 Å$^{-1}$ wide, together with other maxima. The width of one peak therefore does not by itself fix a minimum range of order.

**Q:** How far can I trust the 0.67 nm? You chose an exponential, and a particular phase.

**A:** Take the phase first. If $r\,h(r)$ varies as $e^{-\kappa r}\sin(Q_1r+\varphi)$, the dominant term near the peak, with $a=Q-Q_1$, is

$$\int_0^\infty e^{-\kappa r}\cos(ar-\varphi)\,dr=\mathrm{Re}\,\frac{e^{-i\varphi}}{\kappa-ia}.$$

Set $a=\kappa\tan\theta$. Then $\kappa-ia=\kappa e^{-i\theta}/\cos\theta$, and the integral becomes

$$\frac{\cos\theta\cos(\theta-\varphi)}{\kappa}=\frac{\cos\varphi+\cos(2\theta-\varphi)}{2\kappa}.$$

It is largest at $\theta=\varphi/2$, so the peak moves by about $\kappa\tan(\varphi/2)$. For $\varphi=0.5$ rad this is 0.038 Å$^{-1}$, and the complete integral gives the same shift to that accuracy. It is 2.5 per cent of the peak position. A match with a crystal line at the level of one per cent therefore carries little weight. The phase also affects the width. With $\kappa$ unchanged, the complete integral gives a width of 0.304 Å$^{-1}$ for $\varphi=0.5$ rad and 0.337 Å$^{-1}$ for $\varphi=-0.5$ rad. Read with the formula for zero phase, these peaks would give $\xi=6.6$ Å and 6.0 Å instead of 6.7 Å.

Now replace the exponential by $e^{-r^2/2s^2}$. The dominant term is then proportional to $e^{-a^2s^2/2}$, which falls to half at $a=\pm\sqrt{2\ln2}/s$. The same width requires

$$s=\frac{2\sqrt{2\ln2}}{0.30\ \text{Å}^{-1}}=7.85\ \text{Å}.$$

The two lengths are defined differently, so compare the distance at which the envelope of $r\,h$ has dropped to 10 per cent. It is $\xi\ln10=15.5$ Å for the exponential and $s\sqrt{2\ln10}=16.8$ Å for the Gaussian. These are close because the two envelopes cross not far beyond, at about 18 Å, where both have fallen to about 7 per cent. At $1/e$ the distances are $\xi=6.7$ Å and $s\sqrt2=11.1$ Å. For these two envelopes the width therefore gives a reach of order 1 nm. The exact length depends on the assumed shape, on the phase and on the level chosen. An envelope that falls steeply at first and then has a long tail can give a much shorter length for the same width.

**Q:** And the instrument and thermal motion?

**A:** A Gaussian resolution of full width 0.05 Å$^{-1}$ would broaden a true width of 0.30 to 0.309 Å$^{-1}$, a change of 3 per cent. Ignoring it makes $\xi$ slightly too short.

For thermal motion, let each atom be displaced independently by a Gaussian amount of rms size $u$ along each axis. Its scattered wave is multiplied on average by $e^{-Q^2u^2/2}$, and each pair contains two such factors. So $S-1$ is multiplied by $e^{-Q^2u^2}$. With $u=0.1$ Å, a rough size, the loss at the peak is $1-e^{-0.0225}=2.2$ per cent. The factor varies slowly across the peak, so it lowers the peak with little effect on its width. Neighbouring atoms in a solid do not move quite independently, which this estimate leaves out.

**Q:** So is your random field a picture of silica glass?

**A:** No. Its points may overlap, while real atoms keep their distance, and it contains no SiO$_4$ tetrahedra. Its $S$ never falls below 1, whereas that of the glass lies far below 1 at small $Q$, so a measured width, and the $\xi$ read from it, depends on the background subtracted. It refutes an inference and does not describe a network. The position and width used are typical of vitreous silica only as rough values, and the model's height should not be compared with a measured one.

A real measurement also adds silicon–silicon, silicon–oxygen and oxygen–oxygen correlations, with different weights for X-rays and neutrons. If all three contain an oscillation with the same $Q_1$ and $\kappa$, their weighted sum is again one damped sine with a new amplitude and phase. Under that assumption the phase estimate covers the effect on position: a few hundredths of an Å$^{-1}$ for half a radian. If their damping differs, a single $\xi$ is only a summary of the peak.

The case against long-range crystalline order in the glass rests on the whole pattern, which has broad maxima and no sharp Bragg lines. The practical consequence is to report this peak as a period of about 4.2 Å and a correlation reach of order 1 nm, and to state the envelope assumed for that reach. A plane spacing or a grain size should be quoted only when further lines of the same crystal have been identified. The numerical output lists the main values used here.

## Computed values

```
Input peak position Q0 = 1.50 1/A
Input full width w = 0.30 1/A
Input mass density = 2.2 g/cm^3
Si number density = 0.02205 1/A^3
Field variance s2 = 1.0
Oscillation wave number Q1 = 1.5073 1/A
Damping kappa = 0.1485 1/A
Decay length xi = 6.73 A = 0.673 nm
Apparent plane spacing 2pi/Q0 = 4.19 A
Oscillation period 2pi/Q1 = 4.17 A
Periods within xi = 1.62
Height of S-1, damped oscillation alone = 0.411
Cut at 5 A: relative height = 0.52, width = 0.91 1/A
Cut at 10 A: relative height = 0.79, width = 0.47 1/A
Point model, predicted peak position = 1.499 1/A
Point model, predicted height of S-1 = 0.445
Point model, predicted width = 0.328 1/A
Box 60 A: mean number of points = 4744
Box 60 A: sampled mean S, 1.4-1.6 1/A = 1.368
Box 60 A: predicted mean S, 1.4-1.6 1/A = 1.379
Box 60 A: largest bin deviation, 0.6-2.2 1/A = 0.023
Box 60 A: strongest single mode in peak = 15.9
Box 60 A: variance/mean^2 of mode intensity = 0.98
Box 30 A: mean number of points = 599
Box 30 A: sampled mean S, 1.4-1.6 1/A = 1.360
Box 30 A: predicted mean S = 1.383
Crystal of 512 Si: (111) mode intensity = 256
Crystal of 4096 Si: (111) mode intensity = 2048
Cristobalite cubic edge (rough input) = 7.2 A
Cristobalite (111) line = 1.511 1/A
Cristobalite (220) line = 2.468 1/A
Crystallite diameter for same width = 23.7 A = 2.37 nm
Crystallite first peak: position = 1.501 1/A, S = 2.17
Crystallite second peak: position = 2.47 1/A, S = 2.50
Point model S at that second position = 1.025
Phase 0.5 rad: peak shift = 0.038 1/A
Phase shift formula kappa*tan(phase/2) = 0.038 1/A
Gaussian damping length for same width = 7.85 A
Envelope at 10 percent, exponential = 15.5 A
Envelope at 10 percent, Gaussian = 16.8 A
Resolution 0.05 1/A: width becomes 0.309 1/A
Rms displacement 0.1 A: (111) intensity ratio, sampled = 0.9770, formula = 0.9774
Rms displacement 0.1 A: intensity loss at Q0 = 2.2 percent
```
